Spin Hall magnetoresistance of a metal film on a magnetic insulator

## First half: the theorem and the laws behind it

### What symmetry and dimensions allow

A nonmagnetic metal film lies on an insulating ferromagnet. Let z be the film normal, x the direction of the current and y the in-plane direction across it. The unit vector m gives the direction of the magnetization. No electric current enters the magnet, and yet the resistance of the film depends on m. The form of that dependence follows from symmetry before any equation is solved.

The spin Hall effect turns a force on the electrons along x into a flow of spin along z. The polarization of this spin is perpendicular to both directions, so it lies along y. The conversion costs one factor θ, the spin Hall angle. The film and its interface respond to this drive, and the inverse effect turns the resulting spin flow back into a current along x. The second conversion costs another factor θ and again selects the y component of spin. To leading order the relative change of the resistivity is therefore

θ² ŷ·(M ŷ),

where M is a linear map from spin vectors to spin vectors, taken at θ = 0.

Suppose that spin diffuses and relaxes in the metal in the same way whatever its polarization, and that the interface singles out no spin direction but m. Then the film normal does not enter M, which can depend on no direction other than m. The general linear map of this kind is

M v = A v + B₁ m (m·v) + C m×v,

with three scalars A, B₁ and C. Since ŷ·(m×ŷ) = 0,

ŷ·(M ŷ) = A + B₁ m_y².

The resistivity thus depends on m through m_y², the square of the transverse in-plane component. Turning m from x to z changes nothing at this order.

Dimensions restrict the scalars. A conductivity σ is e²/ħ divided by a length, and an interface conductance per area G is e²/ħ divided by a length squared. With a film thickness d and a spin diffusion length λ, the independent dimensionless quantities are d/λ and λG/σ, the latter being complex. The calculation has to supply the function of these quantities.

### Assumptions and theorem

Atomic units are used in the algebra: e = ħ = mₑ = 1, so that h = 2π. The metal fills 0 < z < d, with the magnet at z = 0 and a free surface at z = d. The assumptions are these.

1. The response is linear and steady, and the film is uniform along x and y.
2. The metal is isotropic and nonmagnetic. Apart from the spin Hall effect, spin diffuses and relaxes in the same way whatever its polarization. Both d and λ are well above the mean free path ℓ, so that transport is diffusive.
3. The magnet is insulating and m is static. Spin polarized along m cannot enter it, which excludes the excitation of magnons.
4. The interface causes no spin loss other than the absorption of spin transverse to m. This absorption is described by G = G_r + iG_i, with G_r ≥ 0.

**Theorem.** Let ρ = 1/σ, and let the transverse contacts be open. Then, with errors of order θ⁴ relative to ρ,

ρ_xx/ρ = 1 − B + Δ₁(1 − m_y²),   (1)

B = θ² (2λ/d) tanh(d/2λ),   (2)

Δ₁ = θ² (λ/d) tanh²(d/2λ) Re[ 2λG / (σ + 2λG coth(d/λ)) ].   (3)

For nonzero G, Δ₁ tends to zero for both small and large d/λ. If G is real and positive, Δ₁ has one maximum as a function of d, lying between d = 2.18λ and d = 2.34λ to the digits given. For any G with G_r ≥ 0, Δ₁/θ² does not exceed the maximum of tanh²(w/2) tanh(w)/w over w > 0, which is about 0.285.

The magnetoresistance is the term Δ₁(1 − m_y²). It raises the resistance when m leaves the y axis. The limit of small d/λ belongs to the equations; a real film must remain thicker than ℓ for them to apply.

### Lemma 1: the two conversions

The currents below are particle currents, and F is the force on an electron. The electric current is minus the particle current and the electric field is minus F, so the two signs cancel in the conductivity.

Choose a spin axis a, a unit vector, and label the electrons with spin along +a and −a by p = +1 and p = −1. Each species has an electrochemical potential μ_p and feels the force F_p = −∇μ_p. The model keeps two vectors linear in F_p: F_p itself and, with the spin axis, p a×F_p. Isotropy alone would also allow the spin current J₊ − J₋ a term proportional to a(a·(F₊ − F₋)), which makes the diffusion of spin depend on the angle between its polarization and its direction of flow. Assumption 2 leaves it out. Each species carries half the conductivity, so

J_p = (σ/2)(F_p + p θ a×F_p).   (4)

This equation defines θ. The sign p appears because reversing the spin reverses the sideways deflection.

Let F = (F₊ + F₋)/2 be the mean force and f = F₊ − F₋ the difference. The difference of the potentials, μ₊ − μ₋, is the component along a of the spin accumulation vector μ, and f is minus its gradient. Adding the two currents in (4) gives

J₊ + J₋ = (σ/2)(2F) + (σ/2)θ a×(F₊ − F₋) = σF + (θσ/2) a×f.   (5)

Subtracting them gives the spin current polarized along a:

J₊ − J₋ = (σ/2) f + (σ/2)θ a×(F₊ + F₋) = (σ/2) f + θσ a×F.   (6)

A general accumulation has three components μ_x, μ_y, μ_z. By linearity their contributions to (5) add, while σF is counted once.

In the film μ depends on z alone, so the difference force for axis a is −μ_a′ ẑ, where the prime is d/dz. The product a×ẑ has no z component, so (5) gives J_z = σF_z. Particle conservation makes J_z independent of z, and it vanishes at the faces. Hence F_z = 0. Since F is minus a gradient and does not vary along x or y, dF_x/dz = ∂F_z/∂x = 0, and the same holds for F_y. The force is uniform.

Take first F = F x̂. For the spin current flowing along z, (6) requires the z component of a×x̂. This is zero for a = x̂, −1 for a = ŷ and zero for a = ẑ. Writing the three polarizations as one vector J_s,

J_s = −(σ/2) μ′ − θσF ŷ.   (7)

For the particle current (5) requires

Σ_a a×(−μ_a′ ẑ) = −μ_x′ (x̂×ẑ) − μ_y′ (ŷ×ẑ) = μ_x′ ŷ − μ_y′ x̂,

because x̂×ẑ = −ŷ and ŷ×ẑ = x̂. Therefore

J_x = σF − (θσ/2) μ_y′,   J_y = (θσ/2) μ_x′.   (8)

Equation (7) contains the spin Hall effect and (8) its inverse. The same θ occurs in both since both follow from (4). ∎

### Lemma 2: diffusion of spin

Let ν be the density of states per spin and volume. An accumulation μ_a corresponds to a spin density ν μ_a, counted as spin-up minus spin-down electrons. If D is the diffusion constant, a density gradient drives the spin current −D ν μ_a′. Comparison with the first term of (7) gives the Einstein relation

σ/2 = νD.   (9)

Let spin relax at the rate 1/τ_s. In the steady state the divergence of the spin current equals minus the loss per volume:

dJ_s/dz = −ν μ/τ_s.

The last term of (7) is uniform and has no divergence, so the left side is −(σ/2)μ″ = −νD μ″. Cancelling −ν gives

μ″ = μ/λ²,   λ² = Dτ_s.   (10)

The spin Hall effect does not appear in (10). In the interior the uniform spin flow neither piles up nor drains; accumulation is produced at the faces, where the flow is interrupted. ∎

### Lemma 3: absorption by an insulator

Electrons that reach the magnet are all reflected, but their spins need not return unchanged. Let N be the number of channels per spin on an interface area 𝒜. Spins along +m and −m are reflected by unitary matrices r↑ and r↓, whose elements r_nn′ connect incoming channel n′ to outgoing channel n.

One channel carries a particle current 1/2π per unit energy, because h = 2π. With a spin accumulation μ, the incoming electrons have, after integration over energy, the excess distribution matrix in spin space

W = (1/2) μ·S,

where S is the vector of Pauli matrices. It places the up electrons of any axis higher by half the accumulation along that axis, and the down electrons lower by the same amount.

Choose unit vectors e₁ and e₂ so that e₁, e₂, m form a right-handed set, and quantize spin along m. The diagonal elements of W are ±μ_m/2, and the up-down element is (μ₁ − iμ₂)/2. Reflection multiplies the diagonal elements, summed over channels, by Σ|r↑,nn′|² or Σ|r↓,nn′|². Both sums equal N by unitarity. As much spin along m leaves as arrives, and none enters the magnet.

The up-down element is multiplied by Σ r↑,nn′ r↓,nn′*, while N times this element arrives. The difference enters the magnet. Define the mixing conductance per area, in units of e²/h, by

g = (1/𝒜)[N − Σ r↑,nn′ r↓,nn′*],   G = g/2π.   (11)

The spin components of a matrix X in spin space are Tr(S_a X), and Tr(S₁X) − i Tr(S₂X) is twice the up-down element of X. This factor 2 cancels the 1/2 in (μ₁ − iμ₂)/2. With the current 1/2π per channel and division by the area, the spin current J_in entering the magnet obeys

J_in,1 − iJ_in,2 = G(μ₁ − iμ₂).   (12)

Separating real and imaginary parts gives

J_in,1 = G_r μ₁ + G_i μ₂,   J_in,2 = G_r μ₂ − G_i μ₁.

Since e₁×m = −e₂ and e₂×m = e₁, the cross product is μ×m = μ₂e₁ − μ₁e₂. The part of μ perpendicular to m is m×(μ×m). Hence

J_in = G_r m×(μ×m) + G_i μ×m.   (13)

Spin entering the magnet flows towards −z. The boundary conditions on the film are

J_s(0) = −J_in,   J_s(d) = 0.   (14)

By the Cauchy–Schwarz inequality, the sum in (11) has modulus at most N. Therefore g_r ≥ 0. ∎

**Remark on the meaning of G.** For one channel with a phase difference δ between the two reflections, the bracket in (11) is 1 − exp(iδ). Reflection rotates the spin about m by an angle of size |δ|, and the change of spin is delivered to the magnet as a torque. The electron returns, but its transverse spin has been altered.

The derivation described incoming electrons by the full accumulation μ at the interface. When absorption is strong, the transverse spin of the outgoing electrons differs appreciably from that of the incoming ones, in size or in direction, and μ is nearer to the average of the two. With n = N/𝒜, a channel-averaged estimate makes this average (1 − g/2n) times the incoming value. The ratio of spin current to μ is then G/(1 − g/2n). The G of the theorem is this effective ratio, the one that belongs with the diffusion equation. Its real part is non-negative too: if s is the sum in (11) divided by N, the ratio is (n/π)(1 − s)/(1 + s), whose real part has the sign of 1 − |s|², and |s| ≤ 1. The case s = −1, where the ratio diverges, is excluded.

### Parameters for an example

Round model parameters are chosen: σ = 0.5 e²/ħ per Å, λ = 20 Å, θ = 0.1, d = 40 Å and an effective g = 0.05 + 0.005i per Å². A free-electron Fermi wavevector k_F = 1.2 per Å sets the remaining scales.

The electron density is k_F³/3π² and the conductivity is density times collision time τ in atomic units. With ℓ = k_Fτ this gives σ = k_F²ℓ/3π², or

ℓ = 3π² × 0.5/1.2² = 10.3 Å.

From D = k_Fℓ/3 and (10), λ²/ℓ² = τ_s/3τ. Here (20/10.3)² is about 3.8, so a spin survives about eleven collisions. The thickness is about four mean free paths and λ only about two, so assumption 2 is met only marginally. The numbers below are values of the diffusion model; their digits test the formulas and are not the accuracy to be expected for a real film.

The channels per spin and area fill a disc of radius k_F in the plane of wavevectors:

n = πk_F²/(2π)² = 0.115 per Å².

Inverting g_eff = g/(1 − g/2n) gives g_eff/g = 1 + g_eff/2n, where g is the bare value of (11). With the effective real part 0.05 per Å², the effective value exceeds the bare one by about 0.2, relative to the bare value (0.22 in the channel-averaged estimate, which overstates the effective conductance by a few per cent: for s = 0 it gives an extrapolation length 2ℓ/3, where kinetic theory with isotropic scattering gives 0.71ℓ). It is appreciable, and for that reason g has been specified as the effective value.

## Second half: solution, thickness dependence and example

### Symbols and results carried over

The metal fills 0 < z < d, with the magnet, of magnetization direction m, at z = 0. The conductivity is σ = 1/ρ, the spin Hall angle θ, the spin diffusion length λ and the effective mixing conductance per area G = G_r + iG_i = g/2π, with G_r ≥ 0. Atomic units are used. A uniform force F along x acts on the electrons, and μ(z) is the spin accumulation vector. The prime is d/dz. The spin current along z and the particle currents are

J_s = −(σ/2) μ′ − θσF ŷ,   (7)

J_x = σF − (θσ/2) μ_y′,   J_y = (θσ/2) μ_x′,   (8)

and the accumulation obeys

μ″ = μ/λ².   (10)

The spin current J_in entering the magnet has no component along m. For two directions 1 and 2 that form a right-handed set with m,

J_in,1 − iJ_in,2 = G(μ₁ − iμ₂).   (12)

In vector form this is G_r times the part of μ perpendicular to m, plus G_i μ×m. The boundary conditions are J_s(0) = −J_in and J_s(d) = 0. The claim to be proved is

ρ_xx/ρ = 1 − B + Δ₁(1 − m_y²),   (1)

with B = θ²(2λ/d) tanh(d/2λ) and Δ₁ given again below. Let w = d/λ and t = tanh(w/2).

### Lemma 4: the film without absorption

If G = 0, the spin current (7) vanishes at both faces. This requires μ_y′ = −2θF there, while μ_x and μ_z vanish. The slopes at the two faces are equal, so the solution of (10) is odd about the middle of the film:

μ_y = C sinh((z − d/2)/λ).

Its slope at either face is (C/λ) cosh(w/2), and therefore C = −2θFλ/cosh(w/2). At the magnet sinh is negative, which gives

μ_y(0) = μ₀,   μ_y(d) = −μ₀,   μ₀ = 2θFλt.   (15)

The two faces collect opposite spin. In a thin film, w ≪ 1, t is about w/2 and μ₀ is about θFd, since the accumulation has little room to develop. In a thick film μ₀ saturates at 2θFλ. ∎

### Lemma 5: the film with absorption

Add to the solution of Lemma 4 the vector

δ(z) = b cosh((d − z)/λ)/cosh(w).   (16)

It satisfies (10), has zero slope at z = d and equals b at z = 0. The free-surface condition is therefore kept. The slope at the magnet is −(b/λ) tanh w, so the added part carries the spin current

−(σ/2)δ′(0) = K b,   K = (σ/2λ) tanh w.   (17)

The solution of Lemma 4 carries no spin current at this face. The condition J_s(0) = −J_in becomes

K b = −J_in, with J_in evaluated at μ(0) = μ₀ŷ + b.

Along m the right side is zero, so b has no component along m. For the perpendicular components, write b₋ = b₁ − ib₂ and y₋ = ŷ₁ − iŷ₂. Then (12) gives

K b₋ = −G(μ₀y₋ + b₋),

b₋ = −q μ₀y₋,   q = G/(K + G).   (18)

The denominator is nonzero because K > 0 and G_r ≥ 0. Multiplication by a complex number has the same vector meaning here as in (12): the real part multiplies the perpendicular part ŷ − m m_y, and the imaginary part multiplies ŷ×m = −m×ŷ. Thus

b = μ₀[ −Re q (ŷ − m m_y) + Im q m×ŷ ].   (19)

Since m×ŷ = (−m_z, 0, m_x), the in-plane components are

b_y = −μ₀ Re q (1 − m_y²),   (20)

b_x = μ₀(Re q m_x m_y − Im q m_z).   (21)

The factor 1 − m_y² arises in two steps: the magnet receives the part of ŷ perpendicular to m, and the inverse effect takes the y component of the result. ∎

### Proof of the resistivity formula

Averaging J_x in (8) over the thickness turns the derivative into a difference:

⟨J_x⟩ = σF − (θσ/2d)[μ_y(d) − μ_y(0)].

By (15) and (16), the bracket is −2μ₀ + b_y(1/cosh w − 1). Dividing by σF gives

σ_xx/σ = 1 + θμ₀/(Fd) + (θ/2Fd) b_y (1 − 1/cosh w).   (22)

The second term is θ²(2λ/d)t = B. For the third, cosh w − 1 = 2 sinh²(w/2) and sinh w = 2 sinh(w/2) cosh(w/2), so

1 − 1/cosh w = [(cosh w − 1)/sinh w] tanh w = t tanh w.

Inserting this, (20) and μ₀ = 2θFλt gives

σ_xx/σ = 1 + B − θ²(λ/d) t² tanh w Re q (1 − m_y²).   (23)

By the definitions of q and K,

q tanh w = G tanh w/[(σ/2λ) tanh w + G] = 2λG/(σ + 2λG coth w),

where numerator and denominator were multiplied by 2λ/tanh w. The coefficient of 1 − m_y² in (23) is therefore −Δ₁, with

Δ₁ = θ²(λ/d) tanh²(d/2λ) Re[ 2λG/(σ + 2λG coth(d/λ)) ].   (3)

At fixed force, (23) is exactly quadratic in θ within this model, because θ enters once in (7), once in (8), and not in (10) or (12).

A resistivity is measured at fixed current with no net transverse current. From (8), (16) and (21),

⟨J_y⟩ = (θσ/2d) b_x(1/cosh w − 1),

σ_yx/σ = −Δ₁ m_x m_y + Δ₂ m_z,   (24)

where Δ₂ is (3) with Im in place of Re. Open contacts allow a transverse force F_y that makes σ_yx F + σ_yy F_y = 0. Eliminating F_y,

ρ_xx = 1/(σ_xx − σ_xy σ_yx/σ_yy).

A force along y gives the same problem turned by a right angle, so σ_xy is also of order θ². The product is of order θ⁴. Expanding the remaining 1/σ_xx to order θ² changes the signs of the two corrections in (23) and yields (1). ∎

### Remark: where the current is lost

Equation (17) and the boundary condition give b_y = −J_in,y/K. The third term of (22), multiplied by σFd, is the change of current per unit width of film:

(θσ/2) b_y t tanh w = −(θσ/2)(2λ/σ) t J_in,y = −θλt J_in,y.   (25)

Every unit of y-polarized spin absorbed by the magnet removes θλt units of current per width. This is the mechanism of the magnetoresistance. With no absorption, accumulated spin drives a return flow through the film, and the inverse effect turns this flow into additional forward current, the term B. Absorption weakens the return flow. When m lies along y the accumulated spin is parallel to m, none is absorbed, and the resistance is lowest.

### Proof of the thickness dependence

Let r = 2λG/σ. Then q = r/(tanh w + r), and (3) reads

Δ₁/θ² = (t²/w) tanh w Re[ r/(tanh w + r) ].   (26)

For w much smaller than both 1 and |r|, the last factor tends to 1, t to w/2 and tanh w to w. Then Δ₁/θ² tends to w²/4. For large w, both t and tanh w tend to 1, and Δ₁/θ² tends to (1/w) Re[r/(1 + r)]. In a thick film the spin effect occupies a layer of fixed size, while the rest of the film carries current in parallel.

Now let G be real and positive. The logarithmic derivative of t is 1/sinh w, and that of tanh w is 2/sinh 2w. Hence

w d(ln Δ₁)/dw = 2w/sinh w + (2w/sinh 2w) r/(r + tanh w) − 1.   (27)

The function u/sinh u falls for u > 0, because its derivative has the sign of sinh u − u cosh u, which is negative since tanh u < u. The factor r/(r + tanh w) also falls. The sum of the first two terms in (27) therefore decreases steadily, from 3 at w → 0 to 0 at w → ∞. It passes through 1 once, and Δ₁ has one maximum.

At each w this sum lies between its values for r → 0 and r → ∞, so the maximum lies between the roots of

2w/sinh w = 1   and   2w/sinh w + 2w/sinh 2w = 1.

A numerical root search gives w = 2.18 and w = 2.34. For real positive G, and with σ, θ, λ and G independent of d, the position of the peak thus reveals λ and says little about G.

For the bound let G be complex with G_r ≥ 0. From (18), 1 − q = K/(K + G), whose real part is K(K + G_r)/|K + G|² ≥ 0. Also Re q = (KG_r + |G|²)/|K + G|² ≥ 0, so Δ₁ ≥ 0 and the resistance is lowest for m along y. Hence 0 ≤ Re q ≤ 1 and

Δ₁/θ² ≤ t² tanh w/w.   (28)

The right side is the limit r → ∞ of (26), so its maximum is at the second root, where it equals about 0.285. ∎

The magnitude is therefore capped at about 0.285θ²; how close it comes to this cap depends on λG/σ and d/λ. A film with θ = 0.1 cannot show a Δ₁ above about 0.29 per cent in this model, whatever the value of G allowed by assumption 4.

### Example

Take σ = 0.5 e²/ħ per Å, λ = 20 Å, d = 40 Å, θ = 0.1 and g = 0.05 + 0.005i per Å². Then w = 2, t = 0.762 and coth w = 1.037. The interface parameter is

r = 2 × 20 × g/(2π × 0.5) = 0.637 + 0.064i.

The real part of r/(1 + r coth w) is 0.384, so

Δ₁ = 0.01 × 0.5 × 0.762² × 0.384 = 1.11 × 10⁻³.

Within the model, the shift that does not depend on m is B = 0.01 × 0.762 = 7.6 × 10⁻³. A real film of this thickness would hide it: fully diffuse scattering at the faces lowers the conductivity by roughly 3ℓ/8d, about 10 per cent here. The resulting dependence of σ on d also moves the peak of Δ₁ a few ångström below the position found below for constant σ. The resistivity ρ is 82 μΩ cm, and Δ₁ρ is 0.092 μΩ cm.

A force of 10⁻⁷ eV/Å shows the mechanism. With m along y, (15) gives

μ₀ = 2 × 0.1 × 10⁻⁷ × 20 × 0.762 = 3.05 × 10⁻⁷ eV

at the magnet and the opposite value at the free surface. With m along x, (19) lowers the value at the magnet to 1.83 × 10⁻⁷ eV, while the free surface has −3.37 × 10⁻⁷ eV. The y-polarized spin current entering the magnet is 0.02927 σF. By (25), the relative loss of current is

0.1 × 20 × 0.7616 × 0.02927/40 = 1.11 × 10⁻³,

which is Δ₁ again.

At fixed current there is a correction of higher order. For m along x or y, (24) vanishes, and the difference of the two resistivities relative to ρ is

1/(1 + B − Δ₁) − 1/(1 + B) = Δ₁/[(1 + B)(1 + B − Δ₁)] = 1.10 × 10⁻³.

This is 1.4 per cent below Δ₁, relative to Δ₁. Divided by θ², the same difference is 0.111 for θ = 0.05, 0.110 for θ = 0.1 and 0.105 for θ = 0.2. The departure from a pure θ² law grows with θ, as the factors containing B require.

For m in the film plane at an angle α from x, 1 − m_y² = cos²α. The rise above the resistance for m along y is 1.10 × 10⁻³ at α = 0, 0.55 × 10⁻³ at 45° and zero at 90°. With m along z, ρ_xx/ρ is 0.9935, the same to these digits as with m along x; with m along y it is 0.9924.

Formula (3) gives the following thickness dependence:

d = 20 Å: Δ₁ = 0.74 × 10⁻³
d = 40 Å: Δ₁ = 1.11 × 10⁻³
d = 80 Å: Δ₁ = 0.91 × 10⁻³
d = 160 Å: Δ₁ = 0.49 × 10⁻³

Numerical maximization places the peak at d = 45 Å, or 2.25λ, with Δ₁ = 1.13 × 10⁻³. The proof of a single peak assumed real G, so it does not cover this slightly complex g; the position found nevertheless lies in the interval proved for real G. At d = 20 Å the film is only about two mean free paths of 10.3 Å thick, so assumption 2 is poorly met there. The short λ, also about two mean free paths, limits the accuracy of every entry.

### Remark: when spin along m can also enter

If magnons or a conducting magnet let spin along m pass, assumption 3 fails. Suppose that the magnet still carries no appreciable charge current, and that the added spin current is G_m times the component of μ along m, with G_m ≥ 0. The argument of Lemma 5 then gives b a component −q_m μ₀m_y along m, where q_m = G_m/(K + G_m). Equation (20) becomes

b_y = −μ₀[ Re q (1 − m_y²) + q_m m_y² ] = −μ₀[ q_m + (Re q − q_m)(1 − m_y²) ].

To order θ² the resistance can still depend on m only through m_y², as the opening symmetry argument requires, but the strength of this dependence is now set by Re q − q_m. The magnetoresistance measures the difference between the absorption of transverse and longitudinal spin. It vanishes when q_m = Re q, which for real G means G_m = G, and it changes sign when q_m is the larger.
